# Mutual Exclusion and the Silicon-Silicon Stretch of a Trans-Bent Disilene

## Problem

Consider a disilene X₂Si=SiX₂ that is trans-bent: the two SiX₂ groups are tilted to opposite sides of the Si-Si line. The four substituents X are identical, and the midpoint of the Si-Si bond is a centre of inversion. Put this midpoint at the origin, the Si-Si bond along \(x\), and the mirror plane of the molecule in the \(xz\) plane. The twofold axis is then \(y\), and the point group is \(C_{2h}\). The electronic ground state is non-degenerate.

(a) Classify the twelve vibrations by symmetry, and find the symmetry of the Si-Si stretch.

(b) Show that no fundamental can be active in both the infrared and the ordinary, non-resonant Raman spectrum. What does this imply for the Si-Si stretch?

(c) Symmetry can forbid a transition, but it cannot make an allowed one strong. Describe the π bond by two electrons on two Si sites, coupled by the hopping energy

\[
t(R)=t_0\,e^{-(R-R_0)/L},
\]

where \(R\) is the Si-Si distance. Find the polarizability along the bond and its slope along the stretch.

(d) Evaluate the slope and the vibrational matrix element for \(R_0=2.2\) Å, \(t_0=2.0\) eV and \(L=1.0\) Å. The mode has wavenumber \(\tilde\nu=543.8\ \mathrm{cm^{-1}}\) and \(dR/dQ=0.2398\ \mathrm{u^{-1/2}}\), where \(Q\) is its mass-weighted normal coordinate.

(e) Which features of the molecule are responsible for the result, and what happens when they are lost?

The mode data in (d) belong to a model with round parameters. The masses are 28 u for Si and 1 u for X, the Si-X length is 1.5 Å, the bend angle 30° and the X-Si-X angle 110°. The potential energy is a sum of harmonic terms in bond lengths, bond angles and dihedral angles, each at rest in this geometry. The force constants are 250 N/m for Si-Si, 280 N/m for Si-X, 3.0 eV/rad² for X-Si-X, 2.0 eV/rad² for X-Si-Si and 0.5 eV/rad² for each of the four X-Si-Si-X dihedrals.

## Solution

### (a) Symmetry of the vibrations

Six atoms have 18 Cartesian displacements. The character of an operation is the trace of its matrix on these displacements. An atom that is moved to another position contributes nothing to the trace.

- The identity \(E\) leaves every displacement alone: 18.
- The rotation \(C_2\) about \(y\) and the inversion \(i\) exchange the two Si atoms and also move every X: 0 for each.
- The mirror \(\sigma\) keeps both Si atoms in place and exchanges the X atoms in pairs. Each Si contributes \(1-1+1=1\) from its \(x,y,z\) displacements: 2 in all.

The characters are therefore \((18,0,0,2)\) in the order \(E,C_2,i,\sigma\). The irreducible representations are

\[
A_g:(1,1,1,1),\quad B_g:(1,-1,1,-1),\quad
A_u:(1,1,-1,-1),\quad B_u:(1,-1,-1,1).
\]

Each occurs \(n=\tfrac14\sum\chi\,\chi_{\rm irrep}\) times, the sum running over the four operations:

\[
n(A_g)=\tfrac{18+2}{4}=5,\quad n(B_g)=\tfrac{18-2}{4}=4,\quad
n(A_u)=\tfrac{18-2}{4}=4,\quad n(B_u)=\tfrac{18+2}{4}=5 .
\]

Translations and rotations must be removed. Translations along \(x\) and \(z\) change sign under \(C_2\) and \(i\) but not under \(\sigma\), so they are \(B_u\). Translation along \(y\) is \(A_u\). Rotations are unchanged by inversion; the one about \(y\) is \(A_g\), and those about \(x\) and \(z\) are \(B_g\). What remains is

\[
\Gamma_{\rm vib}=4A_g+2B_g+3A_u+3B_u .
\]

Now consider a non-degenerate normal mode with coordinate \(Q\). A symmetry operation turns the structure displaced by \(Q\) into the one displaced by \(+Q\) or \(-Q\). It also leaves the Si-Si distance unchanged, because it is a rigid operation that at most exchanges the two Si atoms. If some operation gave \(-Q\), then

\[
R(Q)=R(-Q)\quad\Rightarrow\quad \left.\frac{dR}{dQ}\right|_0=0 .
\]

A mode that changes the bond length to first order must therefore have the sign \(+\) under all four operations. The Si-Si stretch is \(A_g\).

"The" stretch needs a definition, because all four \(A_g\) modes may contain some of it. Here it is the mode with the largest share of the bond-length motion, the share being \((dR/dQ)^2\) divided by its sum over all modes. The sum follows from the orthonormality of the mass-weighted modes. Only the Si atoms change \(R\), each with unit slope, and translations and rotations contribute nothing:

\[
\sum_k\left(\frac{dR}{dQ_k}\right)^2=\frac1{m_{\rm Si}}+\frac1{m_{\rm Si}}
=\frac{2}{28\ \mathrm u}=0.0714\ \mathrm{u^{-1}} .
\]

The given mode has the share \(0.2398^2/0.0714=0.805\). The other three \(A_g\) modes hold the remaining 19.5 %, and the \(u\) modes hold none.

### (b) Mutual exclusion

**Dipole moment.** Let \(\boldsymbol\mu\) be the dipole moment of the electronic ground state at fixed nuclei. Inverting the whole structure reverses this vector. A structure displaced along a \(g\) mode is carried into itself by inversion, apart from an exchange of identical atoms. Hence

\[
\boldsymbol\mu(Q_g)=-\boldsymbol\mu(Q_g)\quad\Rightarrow\quad \boldsymbol\mu(Q_g)=0 .
\]

The dipole vanishes at every displacement along the mode, and its slope vanishes with it.

**Polarizability.** The tensor \(\alpha\) is defined by \(\boldsymbol\mu_{\rm ind}=\alpha\mathbf F\), with \(\mathbf F\) the electric field. Inversion reverses both vectors, so the inverted structure has the same tensor. For a \(u\) mode, inversion turns \(Q_u\) into \(-Q_u\), and therefore

\[
\alpha(Q_u)=\alpha(-Q_u)\quad\Rightarrow\quad
\left.\frac{d\alpha}{dQ_u}\right|_0=0 .
\]

**From slopes to transitions.** Infrared absorption from the vibrational state 0 to the state 1 requires a non-zero \(\langle1|\boldsymbol\mu|0\rangle\). Non-resonant Raman scattering, with photon energies well below the electronic excitations, requires a non-zero \(\langle1|\alpha|0\rangle\). For a harmonic mode of angular frequency \(\omega\), set \(q_0=\sqrt{\hbar/\omega}\) and \(\xi=Q/q_0\). The first two states are related by \(\psi_1=\sqrt2\,\xi\,\psi_0\), and \(\psi_0^2\) is proportional to \(e^{-\xi^2}\), for which the mean of \(\xi^2\) is \(\tfrac12\). Expand a property as \(f(Q)=f(0)+f'(0)Q+\dots\). The constant term drops out because the states are orthogonal, and the linear term gives

\[
\langle1|f|0\rangle\approx f'(0)\,q_0\sqrt2\,\langle\xi^2\rangle_0
=\frac{f'(0)\,q_0}{\sqrt2}=f'(0)\sqrt{\frac{\hbar}{2\omega}} .
\]

A \(g\) fundamental thus has no infrared intensity, and a \(u\) fundamental has no Raman intensity. No fundamental has both. This is mutual exclusion, and since the Si-Si stretch is \(A_g\), it is infrared inactive.

The harmonic approximation is not essential. Inversion leaves all \(g\) coordinates alone and reverses all \(u\) coordinates. As a function of all coordinates together, \(\boldsymbol\mu\) is odd and \(\alpha\) is even. The vibrational ground state is even, and a level that corresponds to one quantum of a \(g\) mode is even too. The integral of even × odd × even is zero, so the dipole element vanishes with anharmonic vibrational states as well, provided they have definite parity.

The rule does not say that every \(g\) mode is seen in the Raman spectrum. An \(A_g\) slope of \(\alpha\) is allowed, but its size, and whether it happens to cancel, depends on the electrons.

### (c) Why stretching changes the polarizability

Apply a field \(F\) along \(+x\). An electron of charge \(-e\) at position \(x\) has the energy \(+eFx\), and the sites lie at \(x=\mp R/2\). With \(\Delta=eFR/2\), the one-electron Hamiltonian is

\[
h=\begin{pmatrix}-\Delta&-t\\-t&\Delta\end{pmatrix},
\qquad \varepsilon_\pm=\pm\sqrt{t^2+\Delta^2}.
\]

The charges on X add the same energy to both sites as long as the structure keeps its centre. This shifts the total energy but does not affect its dependence on the field. Two electrons occupy the lower level:

\[
E=-2\sqrt{t^2+\Delta^2}\approx-2t-\frac{\Delta^2}{t}
=-2t-\frac{e^2R^2}{4t}F^2 .
\]

Comparison with \(E=E_0-\tfrac12\alpha F^2\) gives \(\alpha=e^2R^2/(2t)\). Division by \(4\pi\varepsilon_0\) turns it into a volume:

\[
\alpha_{xx}=\frac{e^2}{4\pi\varepsilon_0}\,\frac{R^2}{2t(R)} .
\]

Take the logarithm and differentiate. The factor \(R^2\) contributes \(2/R\). The factor \(1/t\) contributes \(-t'/t=+1/L\). Thus

\[
\frac{d\alpha_{xx}}{dQ}=\alpha_{xx}\left(\frac2R+\frac1L\right)\frac{dR}{dQ}.
\]

The mode may also tilt the bond by a small angle, but this changes \(\alpha_{xx}\) only to second order. Both terms in the bracket are positive. A longer bond gives the charge a longer path, and, for electrons that do not repel each other, a weaker coupling makes it easier to shift. Within this model they cannot cancel, so the stretch is Raman active. Repulsion between the two electrons, which the model leaves out, works against the second effect. If two electrons on the same site cost an extra energy \(U\) compared with one on each site, the coupling term changes sign near \(U=3.6\) eV for the parameters in (d), and the whole slope does so near 8 eV. If \(L\) is very large, the coupling is nearly constant and the path term \(2/R\) remains. If \(L\ll R/2\), the loss of coupling dominates.

### (d) Numbers

With \(e^2/(4\pi\varepsilon_0)=14.40\) eV Å,

\[
\alpha_{xx}=14.40\times\frac{2.2^2}{2\times2.0}\ \text{Å}^3
=14.40\times1.21\ \text{Å}^3=17.42\ \text{Å}^3 .
\]

The bracket is \(2/2.2+1/1.0=1.909\) Å⁻¹, so

\[
\frac{d\alpha_{xx}}{dQ}=17.42\times1.909\times0.2398
=7.98\ \text{Å}^2\,\mathrm{u^{-1/2}} .
\]

Numerical differentiation of the induced dipole, found by diagonalizing \(h\) in a small field at displaced geometries, gives the same value. The dipole slope of this mode, obtained in the same way, is zero to rounding.

For the matrix element, \(\omega=2\pi c\tilde\nu\) and \(\hbar/(2\pi c)=33.7\) u Å² cm⁻¹, so

\[
q_0=\sqrt{\frac{33.7}{543.8}}\ \text{Å}\,\mathrm{u^{1/2}}=0.249\ \text{Å}\,\mathrm{u^{1/2}},
\qquad
\langle1|\alpha_{xx}|0\rangle\approx\frac{7.98\times0.249}{\sqrt2}
=1.405\ \text{Å}^3 .
\]

Integrating the full \(\alpha_{xx}(Q)\) over the oscillator states gives 1.408 Å³, which is 0.2 % above the linear value of 1.405 Å³. The quadratic term of \(\alpha_{xx}\) cannot cause this difference, because its integrand is odd in \(\xi\); the cubic and higher odd terms do.

The numerical output lists both slopes for all twelve modes, with the charge on each X set to \(-0.1e\). The six \(g\) modes have a polarizability slope and no dipole slope, and the six \(u\) modes show the reverse. The highest \(B_u\) and \(A_g\) modes, at 2205.7 and 2207.0 cm⁻¹, make the point well: they nearly coincide in wavenumber, yet each belongs to a different spectrum.

### (e) What the result depends on

The argument in (b) used the inversion centre and nothing else about the shape. A planar disilene with four equal substituents also has this centre, so its Si-Si stretch is infrared inactive too. Trans-bending preserves the silence; it does not create it.

Three changes to the model remove the inversion symmetry. To compare them, note that the integrated absorption of a fundamental is proportional to \(\omega|\langle1|\boldsymbol\mu|0\rangle|^2\), and hence to \(|d\boldsymbol\mu/dQ|^2\), since \(\omega\) cancels. The reference is the strongest infrared mode of the trans-bent model, the \(B_u\) mode at 2205.7 cm⁻¹, with a slope of 0.694 \(e\,\mathrm{u^{-1/2}}\).

**Cis-bending.** Both SiX₂ groups are tilted to the same side, with bond lengths, tilt angle and force constants held fixed. The stretch acquires a dipole slope of 0.072 \(e\,\mathrm{u^{-1/2}}\), and its relative infrared intensity is \((0.072/0.694)^2\approx0.011\). The two Si sites are still equivalent, so no π charge flows between them. The dipole changes because the mode also moves the negative X atoms along \(z\) relative to the positive Si atoms. The polarizability slope remains large, so the mode is now active in both spectra.

**Unequal substituent charges.** The charge on each X at one end is doubled to \(-0.2e\), the Si core there is adjusted to keep the molecule neutral, and geometry and force constants are held fixed. The vibrations are then unchanged, but the electron distribution has lost its parity, because the charges on X now give the two Si sites different energies. The model leaves out the effect of the changed Si core on the π electrons, so the size of the result is only illustrative. The dipole slope is 0.225 \(e\,\mathrm{u^{-1/2}}\), a relative intensity of about 0.11.

**Unequal silicon masses.** One Si has the mass 29 u. The electrons still see a centrosymmetric molecule, but the nuclear motion does not, and the stretch takes up a little \(u\) character. Its dipole slope is 0.0016 \(e\,\mathrm{u^{-1/2}}\), a relative intensity of about \(5\times10^{-6}\). For the Si-Si stretch with these parameters, a difference of one mass unit between the two Si atoms therefore breaks the rule in principle but hardly in practice. This does not carry over to every mode: the mixing grows as the gap between a \(g\) and a \(u\) mode shrinks, so the nearly coincident \(A_g\) and \(B_u\) modes near 2206 cm⁻¹ are much less well protected. Isotopes of X matter more as well. If a single X has the mass 2 u, as deuterium does, the stretch is spread over several modes. The one with the largest share, now only 39 %, has a relative intensity of about 0.005.

The bond length and the bend angle are round values and do not describe a particular disilene. The mass of 1 u corresponds to hydrogen, whereas disilenes stable enough to be isolated carry bulky groups. Vibrations of those groups can mix with the Si-Si stretch and spread it over several bands. If the centre survives, all of these bands are \(g\) and infrared inactive. Different groups at the two ends, or crystal surroundings without a centre at the bond midpoint, remove the protection. The model's 0.11 for unequal charges does not settle how large this effect is, because the neglected change of the Si core acts against that of the charges on X. The model also omits the repulsion between the π electrons and the polarizability of the σ electrons, so 7.98 Å² u⁻¹ᐟ² illustrates a non-zero slope and does not predict a measured Raman intensity. The model's slope with respect to the bond length, \(d\alpha_{xx}/dR=17.42\times1.909=33.3\) Å², is in fact too large: for Si₂H₄ in the same geometry, with the SiH₂ groups moved rigidly, MP2 calculations give 7.2 Å² with the 6-31+G* basis and 8.8 Å² with aug-cc-pVDZ. These values are not converged to the digits shown. Enlarging the Si basis to aug-cc-pVTZ raises the MP2 slope from 8.8 to about 9.0 Å². The treatment of correlation matters more: Hartree-Fock gives about 13.6 Å² in both bases, and CCSD lowers the 6-31+G* value from 7.2 to 6.4 Å². The sign is the same as in the model in every case, but with correlation included the size is only about a fifth to a quarter. The vanishing dipole slope rests on symmetry and does not depend on the model's parameters.

## Numbers as computed

```
Si-Si length 2.2 angstrom; Si-X length 1.5 angstrom
trans-bend angle 30 deg; X-Si-X angle 110 deg
masses: Si 28 u, X 1 u; X charge -0.1 e
force constants: Si-Si 250 N/m, Si-X 280 N/m
bending constants: X-Si-X 3.0, X-Si-Si 2.0 eV/rad^2
torsion constant, each of 4 dihedrals: 0.5 eV/rad^2
hopping t0 2.0 eV; decay length L 1.0 angstrom
characters E, C2, i, mirror: 18 0 0 2
vibrations: 4 Ag, 2 Bg, 3 Au, 3 Bu
modes: symmetry, wavenumber (cm^-1), share of Si-Si stretch (%),
  |dmu/dQ| (e u^-1/2), |dalpha/dQ| (angstrom^2 u^-1/2)
  Bu   445.8    0.0   0.18902   0.00000
  Ag   460.4   10.7   0.00000   3.10742
  Au   495.2    0.0   0.09198   0.00000
  Bg   540.7    0.0   0.00000   1.21488
  Ag   543.8   80.5   0.00000   7.99296
  Au   568.7    0.0   0.07014   0.00000
  Bu   992.8    0.0   0.09924   0.00000
  Ag   999.4    6.8   0.00000   2.32867
  Bu  2205.7    0.0   0.69380   0.00000
  Ag  2207.0    2.0   0.00000   1.27742
  Au  2231.7    0.0   0.17169   0.00000
  Bg  2232.2    0.0   0.00000   0.64710
Si-Si stretch: Ag, 543.8 cm^-1
its |dmu/dQ|: 5.2e-13 e u^-1/2 (zero to rounding)
its dR/dQ: 0.2398 u^-1/2
alpha_xx: numerical 17.424, formula 17.424 angstrom^3
dalpha_xx/dQ: numerical 7.977, formula 7.977 angstrom^2 u^-1/2
oscillator length sqrt(hbar/omega): 0.2490 angstrom u^1/2
0->1 dipole element: 8.5e-17 e angstrom (zero to rounding)
0->1 alpha_xx element: quadrature 1.4078, linear 1.4045 angstrom^3
controls, stretch mode: wavenumber (cm^-1), |dmu/dQ| (e u^-1/2),
  |dalpha/dQ| (angstrom^2 u^-1/2)
  cis-bent: 540.1, 0.072261, 8.232
  unequal charges: 543.8, 0.225215, 6.449
  one Si of 29 u: 539.9, 0.001565, 7.896
```
